# Avalanche-to-streamer transition: estimating the Meek exponent: a numerical check

```python
"""Avalanche-to-streamer estimate in a uniform gas gap.

Result under test: a diffusing avalanche head of N = exp(alpha*d) electrons has
a largest own field equal to the applied field E when
    alpha*d = K = ln(4*U*d/(g*c)),   c = e/(4*pi*eps0),
where alpha = net ionization coefficient, d = gap, U = D/mu (volts), and
g = maximum of the dimensionless field shape of a Gaussian charge.
The head density is proportional to exp(-r^2/s^2) with s^2 = 4*U*d/E.
Also sized: self-repulsion, ion trail, anode image, unequal diffusion,
cathode feedback and ion drift.
Working units: cm, V, s, Torr. Gas parameters are round model values in the
rough regime of atmospheric air.
"""
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.integrate import quad, solve_ivp
from scipy.optimize import brentq, minimize_scalar
from scipy.special import erf, lambertw

# ---------------------------------------------------------------- inputs
pressure = 760.0          # Torr
temperature = 293.0       # K
gap = 1.0                 # cm
A_ion = 9.0               # 1/(cm Torr)
B_ion = 260.0             # V/(cm Torr)
eta_over_p = 0.006        # attachment, 1/(cm Torr)
U = 2.0                   # D/mu, V
mobility = 450.0          # electrons, cm^2/(V s)
ion_mobility = 2.0        # cm^2/(V s)
gamma = 1e-5              # cathode electrons per positive ion
c = const.e / (4 * np.pi * const.epsilon_0) * 100.0   # V cm
ball_radius = 20e-4       # cm, small starting ball for the transport runs


def ionization(field):
    return pressure * A_ion * np.exp(-B_ion * pressure / field)


def alpha_net(field):
    return ionization(field) - pressure * eta_over_p


zero_growth_field = B_ion * pressure / np.log(A_ion / eta_over_p)


def field_for_exponent(exponent, length):
    return brentq(lambda f: alpha_net(f) * length - exponent,
                  zero_growth_field, 3e5)


def shape(u):
    u = np.asarray(u, dtype=float)
    safe = np.maximum(u, 1e-3)
    full = (erf(safe) - 2 * safe * np.exp(-safe**2) / np.sqrt(np.pi)) / safe**2
    return np.where(u < 1e-3, 4 * u / (3 * np.sqrt(np.pi)), full)


# ------------------------------------------- Gaussian head solves transport
x, y, z, t, D, v, a = sp.symbols("x y z t D v a", positive=True)
density = sp.exp(a * v * t - ((x - v * t)**2 + y**2 + z**2) / (4 * D * t)) \
    / (4 * sp.pi * D * t)**sp.Rational(3, 2)
residual = (sp.diff(density, t) + v * sp.diff(density, x) - a * v * density
            - D * sum(sp.diff(density, w, 2) for w in (x, y, z)))
assert sp.simplify(residual / density) == 0

# ------------------------------------------- field shape and its maximum
best = minimize_scalar(lambda u: -float(shape(u)), bounds=(0.3, 3),
                       method="bounded", options={"xatol": 1e-10})
u_peak, g = best.x, -best.fun


def field_from_enclosed_charge(r, s):
    """Field per electron from Gauss's law with the charge integrated."""
    charge = quad(lambda q: 4 * np.pi * q**2 * np.exp(-q**2)
                  / np.pi**1.5, 0, r / s)[0]
    return c * charge / r**2


for u in (0.2, 0.9, 2.5):
    assert abs(field_from_enclosed_charge(u, 1.0) / (c * shape(u)) - 1) < 1e-7

# ------------------------------------------- diffusion-limited criterion


def critical_exponent(length):
    return np.log(4 * U * length / (g * c))


K = critical_exponent(gap)
E0 = field_for_exponent(K, gap)
alpha0 = alpha_net(E0)
s0 = np.sqrt(4 * U * gap / E0)


def transport_head(field, repulsion):
    """Peak own field / applied field at the gap end, from the radial
    transport equation for the enclosed fraction q(r)."""
    r = np.linspace(0.0, 0.4, 801)
    h = r[1]
    ri = r[1:-1]
    growth = alpha_net(field)

    def rhs(pos, inner):
        q = np.concatenate(([0.0], inner, [1.0]))
        slope = (q[2:] - q[:-2]) / (2 * h)
        curve = (q[2:] - 2 * q[1:-1] + q[:-2]) / h**2
        own = c * np.exp(growth * pos) * inner / ri**2 if repulsion else 0.0
        return (U * (curve - 2 * slope / ri) - own * slope) / field

    start = np.minimum(1.0, (ri / ball_radius)**3)
    run = solve_ivp(rhs, (0, gap), start, method="LSODA", lband=1, uband=1,
                    rtol=1e-6, atol=1e-9, t_eval=[gap])
    assert run.success
    return np.max(c * np.exp(growth * gap) * run.y[:, -1] / ri**2) / field


ratio_diffusion = transport_head(E0, False)
# finite starting ball and 5 micrometre mesh cost about one percent
assert abs(ratio_diffusion - 1) < 0.02

# ------------------------------------------- critical length, overvoltage
E_over = 4.0e4
alpha_over = alpha_net(E_over)
x_crit = -lambertw(-alpha_over * g * c / (4 * U), -1).real / alpha_over


def direct_excess(length):
    s = np.sqrt(4 * U * length / E_over)
    top = minimize_scalar(lambda r: -field_from_enclosed_charge(r, s) / c * s**2,
                          bounds=(0.3 * s, 3 * s), method="bounded")
    return np.log(-top.fun * c / s**2 / E_over) + alpha_over * length


assert abs(brentq(direct_excess, 0.1, 1.0) / x_crit - 1) < 1e-5

# ------------------------------------------- stability of the field
step = 1e-4
S = (np.log(alpha_net(E0 * (1 + step))) - np.log(alpha_net(E0 * (1 - step)))) \
    / (2 * step)
shift_exact = field_for_exponent(K + 2, gap) / E0 - 1
shift_linear = 2 / (K * S)
assert abs(shift_linear / shift_exact - 1) < 0.06   # second order in the shift

# ------------------------------------------- self-repulsion
virial = quad(lambda r: 4 * r**2 * np.exp(-r**2) / np.sqrt(np.pi)
              * r * float(shape(r)), 0, 12)[0]
assert abs(virial * np.sqrt(2 * np.pi) - 1) < 1e-7


def gaussian_repelled(field):
    """Peak own field / applied field and head radius, Gaussian closure."""
    growth = alpha_net(field)

    def rhs(pos, s2):
        push = 4 / 3 * c * np.exp(growth * pos) / np.sqrt(2 * np.pi * s2)
        return (4 * U + push) / field

    run = solve_ivp(rhs, (0, gap), [0.4 * ball_radius**2], method="LSODA",
                    rtol=1e-8, atol=1e-13)
    s2 = run.y[0, -1]
    return g * c * np.exp(growth * gap) / s2 / field, np.sqrt(s2)


E_rep = brentq(lambda f: gaussian_repelled(f)[0] - 1, 3.0e4, 3.8e4)
K_rep = alpha_net(E_rep) * gap
s_rep = gaussian_repelled(E_rep)[1]
ratio_rep = transport_head(E_rep, True)
assert abs(ratio_rep - 1) < 0.10      # Gaussian closure against full profile
K_ball = np.log(9 * E_rep / (c * alpha_net(E_rep)**2))
assert abs(K_ball - K_rep) < 0.3      # ball limit leaves out diffusion
onset = transport_head(E0, True)
assert onset < 0.6                    # distortion at K is well below equality
alpha_gain = alpha_net(E0 * (1 + onset)) / alpha0

# ------------------------------------------- ion trail (diffusion picture)
cells = 8000
birth = (np.arange(cells) + 0.5) * gap / cells
width = np.sqrt(4 * U * birth / E0)
weight = alpha0 * np.exp(alpha0 * birth) * gap / cells


def ion_pull(pos):
    dist = pos - birth
    return np.sum(weight * c * np.sign(dist) * shape(abs(dist) / width)
                  / width**2) / E0


def ion_potential(pos):
    dist = np.maximum(abs(pos - birth), 1e-12)
    return np.sum(weight * c * erf(dist / width) / dist) / E0


for pos in (gap + s0, gap - 0.7 * s0):
    h = 1e-5
    slope = -(ion_potential(pos + h) - ion_potential(pos - h)) / (2 * h)
    assert abs(slope - ion_pull(pos)) < 1e-3
electrons = np.exp(K)
scan = np.linspace(0.3, 4, 150)
net_ahead = max(electrons * c * float(shape(u)) / s0**2 / E0
                - ion_pull(gap + u * s0) for u in scan)
K_shift_ions = -np.log(net_ahead)
own_peak = electrons * c * g / s0**2 / E0
total_behind = 1 - own_peak - ion_pull(gap - u_peak * s0)

# ------------------------------------------- anode image


def with_image(pos, plane):
    mirror = 2 * plane - pos
    return erf(pos) / pos - erf(mirror) / mirror


h = 1e-5
at_plane = -(with_image(u_peak + h, u_peak) - with_image(u_peak - h, u_peak)) \
    / (2 * h)
image_factor = at_plane / g
assert abs(image_factor - 2) < 1e-6

# ------------------------------------------- unequal diffusion


def axis_field(pos, long2):
    """Axial field of a Gaussian with transverse s^2 = 1, longitudinal long2."""
    return quad(lambda w: 2 * pos * np.exp(-pos**2 / (long2 + w))
                / ((1 + w) * (long2 + w)**1.5), 0, np.inf)[0] / np.sqrt(np.pi)


assert abs(axis_field(u_peak, 1.0) / g - 1) < 1e-6
DL_over_DT = 0.5
flat = minimize_scalar(lambda u: -axis_field(u, DL_over_DT), bounds=(0.2, 3),
                       method="bounded")
K_shift_flat = -np.log(-flat.fun / g)

# ------------------------------------------- cathode feedback


def feedback(field):
    growth = alpha_net(field)
    return gamma * ionization(field) / growth * np.expm1(growth * gap) - 1


E_feed = brentq(feedback, zero_growth_field * 1.001, 4e4)
K_feed = alpha_net(E_feed) * gap
ions = quad(lambda q: ionization(E_feed) * np.exp(alpha_net(E_feed) * q),
            0, gap)[0]
assert abs(gamma * ions - 1) < 1e-6

# ------------------------------------------- output
gas_density = pressure * const.torr / (const.k * temperature)   # 1/m^3
townsend = E0 * 100 / gas_density / 1e-21
print(f"pressure {pressure:.0f} Torr, temperature {temperature:.0f} K, "
      f"gap {gap:.1f} cm")
print(f"A {A_ion:.1f} /(cm Torr), B {B_ion:.0f} V/(cm Torr), "
      f"attachment {eta_over_p:.3f} /(cm Torr)")
print(f"U = D/mu {U:.1f} V, electron mobility {mobility:.0f} cm2/Vs, "
      f"ion mobility {ion_mobility:.1f} cm2/Vs")
print(f"e/(4 pi eps0) = {c:.4e} V cm")
print(f"field shape: peak at r/s = {u_peak:.4f}, g = {g:.4f}")
print(f"zero-net-growth field {zero_growth_field/1e3:.2f} kV/cm")
print("-- diffusion-limited criterion")
print(f"K = {K:.2f}, electrons N = {electrons:.3e}")
print(f"threshold field {E0/1e3:.2f} kV/cm, voltage {E0*gap/1e3:.2f} kV, "
      f"E/n {townsend:.0f} Td")
print(f"ionization {ionization(E0):.2f} /cm, attachment "
      f"{pressure*eta_over_p:.2f} /cm, net alpha {alpha0:.2f} /cm")
print(f"head radius s {s0*1e4:.0f} um, 1/alpha {1e4/alpha0:.0f} um, "
      f"alpha*s {alpha0*s0:.3f}")
print(f"transit time {gap/(mobility*E0)*1e9:.1f} ns")
print(f"transport run without repulsion: peak own field/E0 = "
      f"{ratio_diffusion:.4f}")
print("-- other gaps at the same pressure")
for length in (0.1, 0.5, 1.0, 3.0, 10.0):
    k_here = critical_exponent(length)
    print(f"gap {length:4.1f} cm: K {k_here:.2f}, field "
          f"{field_for_exponent(k_here, length)/1e3:.2f} kV/cm")
lengths = [g * c * np.exp(k) / (4 * U) for k in (18, 20)]
print(f"K = 18 at gap {lengths[0]:.2f} cm, K = 20 at gap {lengths[1]:.2f} cm")
print("-- overvoltage")
print(f"at {E_over/1e3:.0f} kV/cm: alpha {alpha_over:.2f} /cm, critical length "
      f"{x_crit:.3f} cm, exponent {alpha_over*x_crit:.2f}")
print("-- stability of the field")
print(f"S = dln(alpha)/dln(E) = {S:.2f}")
print(f"K + 2 raises field by {100*shift_exact:.2f} % "
      f"(linear {100*shift_linear:.2f} %)")
print("-- self-repulsion (ions left out)")
print(f"at K: own field/E0 = {onset:.3f}, alpha there up by factor "
      f"{alpha_gain:.2f}")
print(f"full equality: exponent {K_rep:.2f}, N {np.exp(K_rep):.2e}, "
      f"field {E_rep/1e3:.2f} kV/cm")
print(f"field rise over threshold {100*(E_rep/E0-1):.2f} %")
print(f"head radius s {s_rep*1e4:.0f} um, ball radius 3/alpha "
      f"{3e4/alpha_net(E_rep):.0f} um, ball exponent {K_ball:.2f}")
print(f"full radial profile: peak own field/applied = {ratio_rep:.3f}")
print("-- other neglected effects")
print(f"ion trail: largest net own field ahead {net_ahead:.3f} E0, "
      f"K shift {K_shift_ions:+.2f}")
print(f"total field behind head at r/s = {u_peak:.2f}: {total_behind:+.3f} E0")
print(f"anode image: field factor {image_factor:.3f}, K shift "
      f"{-np.log(image_factor):+.2f} at most")
print(f"D_L/D_T = {DL_over_DT:.1f}: K shift {K_shift_flat:+.2f}")
print(f"ion drift during last e-fold "
      f"{ion_mobility/mobility/alpha0*1e4:.2f} um")
print(f"cathode feedback, gamma {gamma:.0e}: exponent {K_feed:.2f}, "
      f"field {E_feed/1e3:.2f} kV/cm")
print("tests ok")
```

Printed output:

```
pressure 760 Torr, temperature 293 K, gap 1.0 cm
A 9.0 /(cm Torr), B 260 V/(cm Torr), attachment 0.006 /(cm Torr)
U = D/mu 2.0 V, electron mobility 450 cm2/Vs, ion mobility 2.0 cm2/Vs
e/(4 pi eps0) = 1.4400e-07 V cm
field shape: peak at r/s = 0.9679, g = 0.4280
zero-net-growth field 27.02 kV/cm
-- diffusion-limited criterion
K = 18.68, electrons N = 1.298e+08
threshold field 34.76 kV/cm, voltage 34.76 kV, E/n 139 Td
ionization 23.24 /cm, attachment 4.56 /cm, net alpha 18.68 /cm
head radius s 152 um, 1/alpha 535 um, alpha*s 0.283
transit time 63.9 ns
transport run without repulsion: peak own field/E0 = 0.9935
-- other gaps at the same pressure
gap  0.1 cm: K 16.38, field 53.34 kV/cm
gap  0.5 cm: K 17.99, field 38.53 kV/cm
gap  1.0 cm: K 18.68, field 34.76 kV/cm
gap  3.0 cm: K 19.78, field 30.78 kV/cm
gap 10.0 cm: K 20.98, field 28.49 kV/cm
K = 18 at gap 0.51 cm, K = 20 at gap 3.74 cm
-- overvoltage
at 40 kV/cm: alpha 44.38 /cm, critical length 0.400 cm, exponent 17.77
-- stability of the field
S = dln(alpha)/dln(E) = 7.07
K + 2 raises field by 1.47 % (linear 1.51 %)
-- self-repulsion (ions left out)
at K: own field/E0 = 0.226, alpha there up by factor 3.30
full equality: exponent 22.15, N 4.17e+09, field 35.63 kV/cm
field rise over threshold 2.51 %
head radius s 849 um, ball radius 3/alpha 1354 um, ball exponent 22.24
full radial profile: peak own field/applied = 0.939
-- other neglected effects
ion trail: largest net own field ahead 0.675 E0, K shift +0.39
total field behind head at r/s = 0.97: -0.151 E0
anode image: field factor 2.000, K shift -0.69 at most
D_L/D_T = 0.5: K shift -0.30
ion drift during last e-fold 2.38 um
cathode feedback, gamma 1e-05: exponent 11.17, field 32.53 kV/cm
tests ok
```
